# Why the O III lines 5007 and 4959 have ratio near 3: a numerical check

```python
"""Magnetic dipole lines from the mainly-1D2 level of p^2 to 3P2 and 3P1.
Result under test: strengths (15/2) sin^2 cos^2 and (5/2) sin^2 of the mixing
angle theta, hence ratio 3 cos^2(theta), with tan(2 theta) =
sqrt(2) zeta / (6 F2/25 - zeta/2).
F2: Coulomb integral F^2(p,p); zeta: spin-orbit energy; both in hartree.
kappa: size of the one-electron relativistic correction to the moment L+2S.
Line strength: squared elements summed over all M and Cartesian components.
"""
import numpy as np
from itertools import combinations
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
F2, zeta, force_mean = 0.4, 0.001, 5.0

# Angular integrals of n_a n_b between real p orbitals, by quadrature.
u, wu = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(12)/12
U, PHI = np.meshgrid(u, phi, indexing="ij")
weight = (wu[:, None]*np.ones(12)/24).ravel()
rho = np.sqrt(1 - U**2)
n = np.array([rho*np.cos(PHI), rho*np.sin(PHI), U]).reshape(3, -1)
N = 3*np.einsum("g,ag,bg,ig,jg->abij", weight, n, n, n, n)

# One-electron operators in the space orbital x spin.
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l = [np.kron(-1j*eps[a], np.eye(2)) for a in range(3)]
s = [np.kron(np.eye(3), pauli[a]/2) for a in range(3)]
nn = [[np.kron(N[a, b], np.eye(2)) for b in range(3)] for a in range(3)]
t = [s[a] - sum(nn[a][b] @ s[b] for b in range(3)) for a in range(3)]

# The 15 antisymmetric two-electron states.
basis = np.zeros((36, 15))
for k, (i, j) in enumerate(combinations(range(6), 2)):
    basis[6*i + j, k], basis[6*j + i, k] = 1/np.sqrt(2), -1/np.sqrt(2)


def one_body(o):
    return basis.T @ (np.kron(o, np.eye(6)) + np.kron(np.eye(6), o)) @ basis


def two_body(o, p):
    return basis.T @ np.kron(o, p) @ basis


L, S, T = ([one_body(o) for o in ops] for ops in (l, s, t))
J = [L[a] + S[a] for a in range(3)]
M1 = [L[a] + 2*S[a] for a in range(3)]
J2 = sum(o @ o for o in J)
LS = sum(L[a] @ S[a] for a in range(3))
spin_orbit = one_body(sum(l[a] @ s[a] for a in range(3)))
cross = sum(two_body(l[a], s[a]) + two_body(s[a], l[a]) for a in range(3))
coulomb = 1.5*sum(two_body(nn[a][b], nn[a][b])
                  for a in range(3) for b in range(3)) - 0.5*np.eye(15)
blocks = {"P0": slice(0, 1), "P1": slice(1, 4), "P2": slice(4, 9),
          "D2": slice(9, 14), "S0": slice(14, 15)}


def levels(H):
    e, v = np.linalg.eigh(H)
    energy, states = {}, {}
    for name, sl in blocks.items():
        j = int(name[1])
        assert np.ptp(e[sl]) < 1e-11
        x = v[:, sl]
        assert np.allclose(x.conj().T @ J2 @ x, j*(j+1)*np.eye(2*j+1), atol=1e-8)
        energy[name], states[name] = e[sl].mean(), x
    return energy, states


def strength(left, op, right):
    return sum(np.sum(abs(left.conj().T @ o @ right)**2) for o in op)


def mixing_angle(f2, diagonal, coupling):
    gap = 6*f2/25 - diagonal/2
    return 0.5*np.arctan2(np.sqrt(2)*coupling, gap)


# Pure LS levels: same triplet splitting, but no singlet-triplet mixing.
e_ls, pure = levels(F2*coulomb + zeta/2*LS)
spin22 = strength(pure["P2"], S, pure["P2"])
spin21 = strength(pure["P1"], S, pure["P2"])
spin20 = strength(pure["P0"], S, pure["P2"])
assert np.isclose(spin22, 15/2) and np.isclose(spin21, 5/2) and spin20 < 1e-18
assert np.isclose(spin22 + spin21, 5*1*2)
assert np.isclose(e_ls["D2"], F2/25)
assert np.isclose(e_ls["P2"], -F2/5 + zeta/2)
assert np.isclose(e_ls["P1"], -F2/5 - zeta/2)
unmixed = [strength(pure[p], M1, pure["D2"]) for p in ("P2", "P1")]
assert max(unmixed) < 1e-18

# Full diagonalization against the two-state formulas, weak to strong mixing.
scan = []
for z in (0.001, 0.01, 0.05, 0.2):
    e, v = levels(F2*coulomb + z*spin_orbit)
    th = mixing_angle(F2, z, z)
    s2, s1 = (strength(v[p], M1, v["D2"]) for p in ("P2", "P1"))
    assert np.isclose(s2, 7.5*np.sin(th)**2*np.cos(th)**2, rtol=1e-7)
    assert np.isclose(s1, 2.5*np.sin(th)**2, rtol=1e-7)
    two = np.linalg.eigvalsh([[F2/25, z/np.sqrt(2)],
                              [z/np.sqrt(2), -F2/5 + z/2]])
    assert np.allclose([e["P2"], e["D2"]], two, atol=1e-11)
    assert np.isclose(e["P1"], -F2/5 - z/2)
    scan.append((z, np.sin(th)**2, s2/s1))

# Another source of mixing changes the strengths but not the ratio law.
k_cross = 0.4*zeta
_, v_cross = levels(F2*coulomb + zeta*spin_orbit + k_cross*cross)
th_cross = mixing_angle(F2, zeta + k_cross, zeta - k_cross)
s2x, s1x = (strength(v_cross[p], M1, v_cross["D2"]) for p in ("P2", "P1"))
assert np.isclose(s1x, 2.5*np.sin(th_cross)**2, rtol=1e-6)
assert np.isclose(s2x/s1x, 3*np.cos(th_cross)**2, rtol=1e-6)

# Worked example and rates; the SI expression checks the atomic-unit one.
energy, state = levels(F2*coulomb + zeta*spin_orbit)
theta = mixing_angle(F2, zeta, zeta)
str2, str1 = (strength(state[p], M1, state["D2"]) for p in ("P2", "P1"))
w2, w1 = (energy["D2"] - energy[p] for p in ("P2", "P1"))
time_au = const.physical_constants["atomic unit of time"][0]
hartree = const.physical_constants["Hartree energy"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
rates = []
for w, strength_line in ((w2, str2), (w1, str1)):
    rate = alpha**5*w**3*strength_line/15/time_au
    w_si = w*hartree/const.hbar
    rate_si = (const.mu_0*w_si**3*mu_b**2*strength_line
               / (3*np.pi*const.hbar*const.c**3*5))
    assert np.isclose(rate, rate_si, rtol=1e-7)
    rates.append(rate)
label_ratio = 4959/5007
photon_ratio = str2/str1*label_ratio**3
energy_ratio = str2/str1*label_ratio**4

# One-electron moment correction, checked on an exact Dirac 2p3/2 orbital.
E_dirac = np.sqrt(1 - alpha**2/4)
gamma = np.sqrt(4 - alpha**2)
small = -np.sqrt((1 - E_dirac)/(1 + E_dirac))
norm = quad(lambda r: r**(2*gamma)*np.exp(-r), 0, 80, epsabs=1e-12,
            epsrel=1e-12, limit=200)[0]*(1 + small**2)
overlap = quad(lambda r: r**(2*gamma+1)*np.exp(-r), 0, 80, epsabs=1e-12,
               epsrel=1e-12, limit=200)[0]*small/norm
g_dirac = 2*(-2)/(alpha*1.5*2.5)*overlap
stretched = np.kron([-1/np.sqrt(2), -1j/np.sqrt(2), 0], [1, 0])
t_stretched = np.vdot(stretched, t[2] @ stretched).real
kinetic = 1/8
moment_shift = alpha**2*kinetic*(-2 + t_stretched)
shift_dirac = 1.5*g_dirac - 2
assert np.isclose(shift_dirac, moment_shift, rtol=1e-3, atol=0)

# Its direct singlet-triplet elements and its effect on the strength ratio.
t2, t1 = (strength(pure[p], T, pure["D2"]) for p in ("P2", "P1"))
assert np.isclose(t2, 7.5*(np.sqrt(2)/10)**2)
assert np.isclose(t1, 2.5*(3*np.sqrt(2)/10)**2)
kappa = alpha**2/2*force_mean
M1_corr = [M1[a] + kappa*T[a] for a in range(3)]
c2, c1 = (strength(state[p], M1_corr, state["D2"]) for p in ("P2", "P1"))
sin_t = np.sin(theta)
ratio_formula = 3*((sin_t + np.sqrt(2)*kappa/10)
                   / (sin_t - 3*np.sqrt(2)*kappa/10))**2
ratio_linear = 3*(1 + 0.8*np.sqrt(2)*kappa/sin_t)
# Neglected terms are of relative order kappa and theta^2, about 1e-4;
# the linear form also drops (kappa/theta)^2, a few 1e-4.
assert np.isclose(c2/c1, ratio_formula, rtol=1e-3)
assert np.isclose(c2/c1, ratio_linear, rtol=2e-3)
assert c2/c1 > str2/str1*1.005

print(f"Coulomb integral F2 = {F2:.3f} hartree")
print(f"spin-orbit energy zeta = {zeta:.4f} hartree")
print(f"term gap 6 F2/25 = {6*F2/25:.4f} hartree")
print(f"mixing element zeta/sqrt2 = {zeta/np.sqrt(2):.4e} hartree")
for name in blocks:
    print(f"energy of level {name} = {energy[name]:.7f} hartree")
print(f"mixing angle theta = {theta:.6f} rad")
print(f"sin(theta) = {sin_t:.6f}")
print(f"3P2 weight in upper level = {sin_t**2:.4e}")
print(f"squared spin element 3P2-3P2 = {spin22:.6f}")
print(f"squared spin element 3P2-3P1 = {spin21:.6f}")
print(f"squared spin element 3P2-3P0 = {abs(spin20):.1e}")
print(f"largest strength without mixing = {max(unmixed):.1e}")
print(f"line strength to P2 = {str2:.5e} (Bohr magneton)^2")
print(f"line strength to P1 = {str1:.5e} (Bohr magneton)^2")
print(f"strength ratio = {str2/str1:.5f}")
print(f"photon energy to P2 = {w2:.6f} hartree")
print(f"photon energy to P1 = {w1:.6f} hartree")
print(f"model rate to P2 = {rates[0]:.5f} 1/s")
print(f"model rate to P1 = {rates[1]:.5f} 1/s")
print(f"model photon ratio = {rates[0]/rates[1]:.4f}")
print(f"model energy ratio = {rates[0]*w2/(rates[1]*w1):.4f}")
print(f"frequency ratio 4959/5007 = {label_ratio:.5f}")
print(f"photon ratio with line names = {photon_ratio:.4f}")
print(f"energy ratio with line names = {energy_ratio:.4f}")
for z, w, r in scan:
    print(f"zeta {z:.3f} hartree: 3P2 weight {w:.5f}, strength ratio {r:.5f}")
print(f"with cross term {k_cross:.4f} hartree: strength to P1 = {s1x:.4e}")
print(f"with cross term: strength ratio = {s2x/s1x:.5f}")
print(f"mean r dV/dr = {force_mean:.1f} hartree")
print(f"moment correction kappa = {kappa:.4e}")
print(f"Dirac 2p3/2 moment shift, Z=1 = {shift_dirac:.5e} Bohr magneton")
print(f"operator moment shift, Z=1 = {moment_shift:.5e} Bohr magneton")
print(f"corrected strength ratio = {c2/c1:.4f}")
print(f"first-order corrected ratio = {ratio_linear:.4f}")
print(f"corrected energy ratio, line names = {c2/c1*label_ratio**4:.4f}")
print("all assertions hold")
```

It prints:

```
Coulomb integral F2 = 0.400 hartree
spin-orbit energy zeta = 0.0010 hartree
term gap 6 F2/25 = 0.0960 hartree
mixing element zeta/sqrt2 = 7.0711e-04 hartree
energy of level P0 = -0.0810083 hartree
energy of level P1 = -0.0805000 hartree
energy of level P2 = -0.0795052 hartree
energy of level D2 = 0.0160052 hartree
energy of level S0 = 0.1600083 hartree
mixing angle theta = 0.007404 rad
sin(theta) = 0.007404
3P2 weight in upper level = 5.4814e-05
squared spin element 3P2-3P2 = 7.500000
squared spin element 3P2-3P1 = 2.500000
squared spin element 3P2-3P0 = 5.4e-27
largest strength without mixing = 3.9e-30
line strength to P2 = 4.11083e-04 (Bohr magneton)^2
line strength to P1 = 1.37035e-04 (Bohr magneton)^2
strength ratio = 2.99984
photon energy to P2 = 0.095510 hartree
photon energy to P1 = 0.096505 hartree
model rate to P2 = 0.02043 1/s
model rate to P1 = 0.00702 1/s
model photon ratio = 2.9080
model energy ratio = 2.8780
frequency ratio 4959/5007 = 0.99041
photon ratio with line names = 2.9144
energy ratio with line names = 2.8864
zeta 0.001 hartree: 3P2 weight 0.00005, strength ratio 2.99984
zeta 0.010 hartree: 3P2 weight 0.00593, strength ratio 2.98221
zeta 0.050 hartree: 3P2 weight 0.14573, strength ratio 2.56282
zeta 0.200 hartree: 3P2 weight 0.50707, strength ratio 1.47879
with cross term 0.0004 hartree: strength to P1 = 4.9545e-05
with cross term: strength ratio = 2.99994
mean r dV/dr = 5.0 hartree
moment correction kappa = 1.3313e-04
Dirac 2p3/2 moment shift, Z=1 = -1.06503e-05 Bohr magneton
operator moment shift, Z=1 = -1.06503e-05 Bohr magneton
corrected strength ratio = 3.0615
first-order corrected ratio = 3.0610
corrected energy ratio, line names = 2.9458
all assertions hold
```
